# Why coplanar lines between air and dielectric see (1+k)/2

**Question.** Thin metal lines lie side by side on the flat surface of a thick dielectric of relative permittivity \(k\), with air above. Why is their effective permittivity exactly \((1+k)/2\), whatever their widths and spacings?

**Answer.** The surface between the lines is a plane of mirror symmetry for the conductors, so no electric flux crosses it. The dielectric can then be put in or taken out without changing the field anywhere. What changes is the charge needed to hold the lines at their voltages: the upper faces carry what they carried before, and the lower faces carry \(k\) times as much. The average of 1 and \(k\) is the result.

## What is being claimed

Let \(y=0\) be the boundary, with air at \(y>0\) (relative permittivity taken as 1) and a uniform, isotropic, linear dielectric at \(y<0\). Both extend without limit. The lines are perfect conductors of zero thickness in the plane \(y=0\), endless along the third direction. There is no other conductor and no free charge on the open surface, meaning the gaps and the surface beyond the outermost lines. The fields vary slowly enough for electrostatics to hold.

Write \(\varepsilon=\varepsilon_0\) in the air and \(\varepsilon=k\varepsilon_0\) in the dielectric. The potential \(\phi\) obeys

\[
\nabla\cdot(\varepsilon\nabla\phi)=0,\qquad \phi=V_i \text{ on line } i .
\]

On the open surface \(\phi\) and \(\varepsilon\,\partial\phi/\partial y\) are continuous; the second condition says that the normal component of \(\mathbf D=-\varepsilon\nabla\phi\) is continuous. The charges per length are \(Q_i=\sum_j C_{ij}V_j\). The claim is that

\[
C_{ij}(k)=\frac{1+k}{2}\,C_{ij}(1)
\]

for every element, where \(C_{ij}(1)\) belongs to the same lines with air everywhere. "Effective permittivity" means this ratio.

In two dimensions a net charge would give a potential growing as \(\ln r\). I require \(\phi\) to be bounded, so the line charges add up to zero. Raising all \(V_j\) together then merely adds a constant to \(\phi\) and produces no charge, so each row of the matrix sums to zero.

## Why one solution is enough

The argument will guess a solution, so the solution must be unique. Let \(u\) be the difference of two bounded solutions with the same voltages. It vanishes on the lines. Multiply \(\nabla\cdot(\varepsilon\nabla u)=0\) by \(u\) and integrate by parts over a large disc of radius \(R\):

\[
\int_{r<R}\varepsilon|\nabla u|^2\,dA=\oint_{r=R}\varepsilon\,u\,\frac{\partial u}{\partial r}\,R\,d\theta .
\]

The lines add no term because \(u=0\) there. Their sharp edges add none either: near an edge a bounded \(u\) varies as \(\rho^{1/2}\), with \(\rho\) the distance from it, so a small circle round the edge contributes \(\rho^{1/2}\cdot\rho^{-1/2}\cdot\rho\to0\).

For the outer circle, define in \(y>0\)

\[
s=u(x,y)+k\,u(x,-y),\qquad d=u(x,y)-u(x,-y).
\]

Outside the region of the lines, continuity of \(\varepsilon\,\partial u/\partial y\) gives \(\partial s/\partial y=0\) at \(y=0\), and continuity of \(u\) gives \(d=0\) there. So \(s\) continues as an even harmonic function, and \(d\) as an odd one, into the lower half. A bounded harmonic function outside a circle is a constant plus terms of order \(1/r\), with a radial derivative of order \(1/r^2\). Since \(u(x,y)=(s+kd)/(1+k)\) and \(u(x,-y)=(s-d)/(1+k)\), the same holds for \(u\). The boundary term is of order \(R\cdot R^{-2}\) and vanishes as \(R\to\infty\). Hence \(\nabla u=0\), and \(u=0\) because it vanishes on the lines.

## The field does not notice the dielectric

Start with air everywhere and call the solution \(\phi_1\). Its mirror image \(\phi_1(x,-y)\) obeys the same equation with the same voltages, because each line is its own mirror image. By uniqueness the two agree:

\[
\phi_1(x,-y)=\phi_1(x,y).
\]

The derivative \(\partial\phi_1/\partial y\) is therefore odd in \(y\). On the open surface it is also continuous, so it is zero there. The field runs along the surface and does not cross it.

Now fill the lower half with dielectric and try the same \(\phi_1\). It obeys Laplace's equation in each half, has the right voltages and is continuous. On the open surface the normal component of \(\mathbf D\) is \(\varepsilon_0\times0\) on one side and \(k\varepsilon_0\times0\) on the other, so it matches for any \(k\). All conditions hold, and \(\phi_1\) is the solution with the dielectric present.

## From the field to the factor

Let \(E(x)\) be the value of \(E_y\) just above a line. By symmetry it is \(-E(x)\) just below. The surface charge on a conductor is the component of \(\mathbf D\) along the outward normal, which is \(+y\) on the upper face and \(-y\) on the lower:

\[
\sigma_{\rm up}=\varepsilon_0E,\qquad
\sigma_{\rm low}=-k\varepsilon_0(-E)=k\varepsilon_0E .
\]

Their sum is \((1+k)\varepsilon_0E\). With air everywhere it is \(2\varepsilon_0E\), with the same \(E\). The ratio is \((1+k)/2\) at each point of each line and for any set of voltages, hence for every \(C_{ij}\).

Polarization shows how the field can stay the same. The dielectric surface against the line carries bound charge \(-(k-1)\varepsilon_0E\). Added to the free charge \(k\varepsilon_0E\), it leaves \(\varepsilon_0E\), as in air. On the open surface the normal polarization is zero, so no bound charge appears there.

The two half-spaces thus act as capacitors in parallel. Since \(|\mathbf E|^2\) has the same integral over each half, the air holds the fraction \(1/(1+k)\) of the energy, and likewise of each line's charge. Compare two equal layers of thickness \(h/2\) between parallel plates, where all the flux crosses the boundary. There the inverse capacitances add:

\[
\frac{h}{\varepsilon_0k_{\rm eff}}=\frac{h/2}{\varepsilon_0}+\frac{h/2}{k\varepsilon_0}
\quad\Rightarrow\quad k_{\rm eff}=\frac{2k}{1+k}.
\]

For \(k=4\) this series value is 1.6, against 2.5 for the coplanar lines.

## A case with a closed formula

Two equal strips show where the widths go. Let them occupy \(a<|x|<b\), and set \(m=a/b\). With \(z=x+iy\), map the upper half-plane by

\[
w(z)=\int_0^z\frac{b\,dz'}{\sqrt{(a^2-z'^2)(b^2-z'^2)}} .
\]

Along the real axis the integrand changes phase by a right angle at each strip edge, so the half-plane becomes a rectangle. The central gap becomes one horizontal side, of length \(2K(m)\), where

\[
K(m)=\int_0^1\frac{dt}{\sqrt{(1-t^2)(1-m^2t^2)}} .
\]

Each strip becomes a vertical side of length \(K(m')\), with \(m'=\sqrt{1-m^2}\); the substitution \(x=b\sqrt{1-m'^2t^2}\) shows this. The outer surface becomes the other horizontal side.

No flux crosses the horizontal sides, so the field in the rectangle is uniform. Each half-space is a parallel-plate capacitor with plate length \(K(m')\) and separation \(2K(m)\). Adding air and dielectric,

\[
C=(\varepsilon_0+k\varepsilon_0)\frac{K(m')}{2K(m)}
=\frac{1+k}{2}\,\varepsilon_0\frac{K(m')}{K(m)} .
\]

The geometry sits in the ratio of the integrals and the material in the factor before it. For strips 30 nm wide with a 25 nm gap, \(m=12.5/42.5\), and \(k=4\) gives \(C=36.465\) aF/µm.

## Three unequal lines

Take lines of width 30, 20 and 50 nm, separated by gaps of 25 and 40 nm, on a dielectric with \(k=4\), a rough value for silicon oxide. The potential was computed by a finite-volume method: the plane is divided into small cells, the flux of \(\mathbf D\) out of each is set to zero, and the linear equations are solved. The walls of the box are about 5000 nm away and pass no flux. For the two strips above this method gives 36.55 aF/µm, 0.23 % over the closed formula, which indicates the grid error to expect. The matrix elements below are too large in magnitude by 0.1 to 0.3 %, so their last digit is not significant.

With air everywhere, in aF/µm,

\[
C(1)=\begin{pmatrix}16.49&-10.05&-6.44\\-10.05&18.97&-8.92\\-6.44&-8.92&15.36\end{pmatrix},
\]

and from a separate solution with the dielectric below,

\[
C(4)=\begin{pmatrix}41.21&-25.12&-16.09\\-25.12&47.42&-22.30\\-16.09&-22.30&38.39\end{pmatrix}.
\]

For the middle line \(47.42/18.97=2.50\), and before rounding every element has the ratio 2.50000. So many digits appear because this grid is itself mirror-symmetric, and its errors cancel in the ratio. A grid spaced differently above and below gives 2.4990 for the middle line.

With the middle line at 1 V and the others at 0 V, its upper face holds \(0.2\times47.42=9.48\) aC/µm and its lower face the other 37.94 aC/µm. With air everywhere each face holds \(18.97/2\approx9.48\) aC/µm. The upper face has not changed, and the lower one has four times as much.

## The condition behind the condition

Zero thickness served to make the conductors symmetric about the boundary. A second argument shows that symmetry is what counts, and which way the ratio moves when it is lost.

Among all potentials with given values on the conductors, the true one minimizes \(\int\varepsilon|\nabla\phi|^2dA\). To see this, add a change \(\eta\) that vanishes on the conductors. The cross term \(2\int\varepsilon\nabla\phi\cdot\nabla\eta\,dA\) is zero after integration by parts, and \(\int\varepsilon|\nabla\eta|^2dA\) cannot be negative. With one line at 1 V and the other conductors at 0 V the energy is \(C/2\) times \((1\text{ V})^2\), so this minimum is the line's own capacitance \(C\).

Fix a trial potential \(g\) on the open surface. Let \(A[g]\) and \(B[g]\) be the smallest values of \(\int|\nabla\phi|^2dA\) in the upper and lower halves. Then

\[
C(k)=\varepsilon_0\min_g\,(A+kB),\qquad C(1)=\varepsilon_0\min_g\,(A+B).
\]

If the conductors are mirror-symmetric, \(A=B\) for every \(g\). The two minima are those of \((1+k)A\) and \(2A\), and their ratio is \((1+k)/2\) again. This covers thick lines sunk to exactly half their height, and equal ground planes above and below. Computed for lines 40 nm thick sunk by 20 nm, and for thin lines with ground planes 60 nm away on both sides, the ratio is 2.50000 in each case.

Otherwise use

\[
(A+kB)-\frac{1+k}{2}(A+B)=\frac{k-1}{2}(B-A).
\]

Extra metal in one half restricts the potentials allowed there, so it can raise the minimum in that half but not lower it. Metal added below gives \(B\ge A\) and, for \(k>1\), a ratio of at least \((1+k)/2\). Metal added above gives at most \((1+k)/2\).

## How far real lines depart from it

Real lines have a height, so the assumption of zero thickness needs testing. In the following, \(k_{\rm eff}\) is the capacitance of the middle line divided by its value in the same conductor geometry with all dielectric replaced by air. Widths, gaps and \(k=4\) stay fixed. The grid is coarser than in the previous example, and the ratios below are uncertain by about 0.01. For lines standing on the surface with their side walls in air, the computed values are:

- thickness 2 nm: 2.38
- thickness 10 nm: 2.12
- thickness 40 nm: 1.67

Even 2 nm lowers the ratio by 5 %. A rough estimate accounts for this. Side walls of height \(t\) facing each other across gaps \(s_1\) and \(s_2\) add about \(\varepsilon_0t(1/s_1+1/s_2)\) to the capacitance. With \(\varepsilon_0=8.854\) aF/µm and \(t=40\) nm this is

\[
8.854\times40\times\left(\tfrac1{25}+\tfrac1{40}\right)=23.0\ \text{aF/µm}.
\]

The walls are in air with or without the dielectric below, so the same amount is added to both capacitances:

\[
k_{\rm eff}\approx\frac{47.4+23.0}{19.0+23.0}=1.68 ,
\]

close to the computed 1.67. For 2 nm the estimate is 2.41 against 2.38. It treats the walls as parallel plates and leaves out the crowding of the field at the edges.

If the 40 nm lines are instead sunk flush into the oxide, their walls face each other through dielectric. The added term is \(4\times23.0=92.0\) in the numerator and 23.0 in the denominator, which gives 3.32; the computed value is 3.30. The same metal can thus move the ratio from 2.5 down by a third or up by a third, depending on what fills the space between the walls.

A ground plane 60 nm below thin lines raises the middle line's ratio to 2.60 when its neighbours are held at 0 V. When all three lines are driven together, the ratio of their total charges is 3.11. All their flux must then end on the plane, and even the flux leaving the upper faces has to return through the dielectric. With no ground plane and the neighbours at 0 V, a dielectric cap of \(k=4\) that begins 60 nm above thin lines raises the middle line's ratio by just under 0.01. Only about 0.3 % of the field energy lies that high. Using the uncapped potential as a trial function, the cap can add at most \(k-1\) times that energy, which limits the shift to \(3\times2.5\times0.003\approx0.02\). A shift this small is comparable with the grid error. With 40 nm standing lines, the plane and the cap all present, \(k_{\rm eff}=1.83\). The cap is then only 20 nm above the metal, so its effect on the thin lines cannot simply be carried over.

An anisotropic dielectric filling the lower half changes the formula in a simple way if its axes lie along and across the surface. With permittivities \(k_x\) and \(k_y\), the potential below the lines is \(\phi_1(x,y')\) with \(y'=y\sqrt{k_x/k_y}\), because

\[
k_x\frac{\partial^2\phi_1}{\partial x^2}+k_y\frac{k_x}{k_y}\frac{\partial^2\phi_1}{\partial y'^2}=0 .
\]

The normal derivative still vanishes on the open surface. On the lower faces the charge is multiplied by \(k_y\sqrt{k_x/k_y}=\sqrt{k_xk_y}\), which takes the place of \(k\).

Breakdown, direct tunnelling and wave effects are not a concern here. At 0.7 V the mean field across the 25 nm gap is \(0.7/25=0.028\) V/nm, or 0.28 MV/cm. At an edge of zero thickness the field diverges, but with the middle line at 0.7 V and its neighbours at 0 V, the computed mean over the 1 nm of the 25 nm gap nearest the middle line is 1.1 MV/cm, below the rough 10 MV/cm that good thin oxide withstands. Poorer films and damaged surfaces can fail sooner. In the air an electron can gain at most 0.7 eV from this voltage, while ionizing a molecule takes more than 10 eV, so no avalanche starts.

For direct tunnelling across the gap, take a rough barrier of 3 eV, lowered on average by half the applied voltage to 2.65 eV, and the free-electron mass. The exponent \(2d\sqrt{2m_e\times2.65\ \text{eV}}/\hbar\) with \(d=25\) nm is about 420. With 0.42 of the free-electron mass, a common value for tunnelling in silicon oxide, it is about 270. Either way the direct tunnelling current is negligible. Leakage through defects is outside this estimate. At 50 GHz the phase of a wave in the dielectric across the full 165 nm span is \(3.5\times10^{-4}\) rad, so electrostatics is adequate in the cross-section.

For these lines, then, the value 2.5 is limited by geometry. It is a good approximation when the metal is very much thinner than the widths and gaps (2 nm already costs 5 % here), any ground plane, cap or substrate under the dielectric is far away compared with the whole span of the lines, and the line charges add up to nearly zero. If they do not, the leftover flux must end on the ground plane, as in the case that gave 3.11. With all lines driven together, moving the plane away brings the ratio back towards 2.5 only slowly: at large distance the excess shrinks as one over the logarithm of the distance, and it is still about 0.13 with the plane 10 µm down. For the middle line against neighbours at 0 V only a small part of the flux reaches the plane. The excess is then about 0.02 with the plane 165 nm down, and at large distance it falls as one over the square of the logarithm.
